# Relaxing an Epitaxial Hafnia Cell by Projected Stress

## The result

Let a coherent film have cell vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$. The substrate fixes the first two, which lie in the film plane with unit normal $\mathbf n$. The vector $\mathbf a_3$ and the fractional atomic coordinates $s$ are free. If $\sigma$ is the stress, positive in tension, and $A=|\mathbf a_1\times\mathbf a_2|$, then

$$\left(\frac{\partial E}{\partial \mathbf a_3}\right)_{s}=A\,\sigma\mathbf n. \tag{1}$$

The gradient for the free cell vector is the traction on the film plane times the mesh area. An unloaded film is therefore relaxed when the ionic forces vanish and $\sigma_{xz}=\sigma_{yz}=\sigma_{zz}=0$, with $z$ along $\mathbf n$. The in-plane components generally remain. They are the stress by which the substrate holds the film.

I assume a flat, rigid substrate, a static lattice, short-circuited electrodes and no surface energy. Later sections add a voltage and estimate what is left out.

## A cell small enough for hand work

Take a two-dimensional crystal with one atom per cell. The substrate fixes $\mathbf a_1=(L,0)$, and the free vector is $\mathbf a_3=(x,z)$. Two equal springs join each atom to the next layer, along $\mathbf r_1=(x,z)$ and $\mathbf r_2=(x-L,z)$. A third spring lies along $\mathbf a_1$:

$$E=\tfrac12k(|\mathbf r_1|-d)^2+\tfrac12k(|\mathbf r_2|-d)^2+\tfrac12k_1(L-L_0)^2 .$$

Each interlayer spring has a tension vector $\mathbf f_b=k(|\mathbf r_b|-d)\,\mathbf r_b/|\mathbf r_b|$. Both $\mathbf r_1$ and $\mathbf r_2$ change by $d\mathbf a_3$ when $\mathbf a_3$ does, so

$$\frac{\partial E}{\partial\mathbf a_3}=\mathbf f_1+\mathbf f_2 .$$

Now compute the same quantity from stress. A small strain $\epsilon$ changes each bond by $\epsilon\mathbf r_b$ and the energy by $\sum_b\mathbf f_b\cdot\epsilon\mathbf r_b$. Stress is this derivative per cell area $Lz$, so $\sigma=(Lz)^{-1}\sum_b\mathbf f_b\mathbf r_b^T$. Multiply by $\mathbf n=(0,1)$. The horizontal spring drops out because $\mathbf r\cdot\mathbf n=0$, while the other two have $\mathbf r_b\cdot\mathbf n=z$:

$$\sigma\mathbf n=\frac{1}{Lz}(\mathbf f_1+\mathbf f_2)z=\frac{\mathbf f_1+\mathbf f_2}{L}.$$

Thus $L\sigma\mathbf n=\partial E/\partial\mathbf a_3$, which is (1) with the mesh length $L$ in place of $A$. The height has cancelled.

For $L<2d$ both interlayer springs can be at rest, at

$$x=\frac L2,\qquad z=\sqrt{d^2-\frac{L^2}{4}} .$$

The traction is then zero, but the horizontal spring leaves

$$\sigma_{xx}=\frac{k_1(L-L_0)L}{Lz}=\frac{k_1(L-L_0)}{z}.$$

The minimum energy is $E_{\min}=\frac12k_1(L-L_0)^2$, so $L\,dE_{\min}/dL=k_1(L-L_0)L=(Lz)\sigma_{xx}$. The remaining stress is the slope of the relaxed energy with substrate strain. For $L>2d$ the two interlayer springs cannot both reach their rest length, and this solution does not exist.

The example also shows the cost of relaxing the height alone. At the minimum each spring contributes stiffness $k$ along its own direction. Summed over both, the lateral stiffness is $2k(L/2d)^2=kL^2/(2d^2)$, and the mixed $xz$ terms cancel. If $x$ is held a small distance $\delta$ from $L/2$, then to leading order a shear force $kL^2\delta/(2d^2)$ remains, and the energy is too high by $kL^2\delta^2/(4d^2)$. A vanishing $\sigma_{zz}$ is not enough.

## Adding an atom inside the cell

A second small example shows what must be held fixed in a derivative. Let a chain of period $\ell$ contain two atoms separated by $u=s\ell$, with springs

$$E=\tfrac12k_1(u-l_1)^2+\tfrac12k_2(\ell-u-l_2)^2 .$$

Call the tensions $t_1=k_1(u-l_1)$ and $t_2=k_2(\ell-u-l_2)$. At fixed fractional coordinate $s$, the two bonds lengthen at rates $s$ and $1-s$. At fixed Cartesian separation $u$, only the second bond lengthens. Hence

$$\left(\frac{\partial E}{\partial\ell}\right)_s=st_1+(1-s)t_2,\qquad \left(\frac{\partial E}{\partial\ell}\right)_u=t_2 .$$

They differ by $s(t_1-t_2)$, which vanishes when the ions are in equilibrium. Away from that point, stress must be compared with energy differences at fixed $s$.

The curvature is different: ionic relaxation generally lowers it even at equilibrium, and leaves it unchanged only if $k_1s=k_2(1-s)$. At fixed $s$ it is $k_1s^2+k_2(1-s)^2$. If the atom follows, the springs act in series and the curvature is $k_1k_2/(k_1+k_2)$. The difference is

$$k_1s^2+k_2(1-s)^2-\frac{k_1k_2}{k_1+k_2}=\frac{[k_1s-k_2(1-s)]^2}{k_1+k_2}\ge0 .$$

To verify it, multiply the left side by $k_1+k_2$. The terms are $k_1^2s^2+k_2^2(1-s)^2+k_1k_2[s^2+(1-s)^2-1]$, and the last bracket equals $-2s(1-s)$, which completes the square.

## The general derivation

Put the cell vectors in the columns of $H=(\mathbf a_1,\mathbf a_2,\mathbf a_3)$, with volume $V=\det H>0$. An atom has position $Hs$. The stress is defined by $H\to(1+\epsilon)H$ at fixed $s$:

$$dE=V\sum_{ij}\sigma_{ij}\epsilon_{ij}.$$

A small rotation has antisymmetric $\epsilon$ and costs no energy, so $\sigma$ is symmetric. Any change $dH$ corresponds to $\epsilon=dH\,H^{-1}$.

Here only the third column changes, so $dH=d\mathbf a_3\,\mathbf e_3^T$. The row $\mathbf e_3^TH^{-1}$ is the vector $\mathbf b_3$ with $\mathbf b_3\cdot\mathbf a_1=\mathbf b_3\cdot\mathbf a_2=0$ and $\mathbf b_3\cdot\mathbf a_3=1$. These conditions give

$$\mathbf b_3=\frac{\mathbf a_1\times\mathbf a_2}{V}=\frac{A}{V}\mathbf n .$$

Then $\epsilon=d\mathbf a_3\,\mathbf b_3^T$ and

$$dE=V\,d\mathbf a_3\cdot\sigma\mathbf b_3=A\,d\mathbf a_3\cdot\sigma\mathbf n ,$$

which proves (1). The derivation does not depend on how the energy is computed.

The allowed deformation is $F=1+\mathbf u\mathbf n^T$. It leaves every in-plane vector unchanged and moves $\mathbf a_3$ by $h\mathbf u$, where $h=\mathbf n\cdot\mathbf a_3$ is the cell height. A symmetric shear strain $\epsilon_{xz}=\epsilon_{zx}=\gamma$ is not allowed: it lifts $\mathbf a_1=(L,0,0)$ out of the plane by $\gamma L$. Its energy slope is $V(\sigma_{xz}+\sigma_{zx})=2V\sigma_{xz}$, twice that of the allowed shear.

Let $E^*(\mathbf a_3)$ be the energy after the ions have relaxed to $s^*(\mathbf a_3)$. By the chain rule,

$$\frac{dE^*}{d\mathbf a_3}=A\sigma\mathbf n+\left(\frac{ds^*}{d\mathbf a_3}\right)^{T}\frac{\partial E}{\partial s}=A\sigma\mathbf n , \tag{2}$$

because $\partial E/\partial s=0$ at $s^*$. Relaxed energy differences thus test the same projected stress.

For the relaxed stiffness, write the second derivatives in blocks, $c$ for $\mathbf a_3$ and $s$ for the ions. Keeping the ionic gradient zero requires $B_{sc}\delta\mathbf a_3+B_{ss}\delta s=0$. Inserting $\delta s=-B_{ss}^{-1}B_{sc}\delta\mathbf a_3$ in the change of the cell gradient gives

$$K=B_{cc}-B_{cs}B_{ss}^{-1}B_{sc}. \tag{3}$$

For the chain this reduces to the series-spring result.

## The algorithm

1. Fix the mesh, choose $\mathbf a_3$ and $s$, and pin one atom to remove free translation.
2. Compute $E$, $\partial E/\partial s$ and $\sigma$. Form the gradient $g=(A\sigma\mathbf n,\ \partial E/\partial s)$.
3. Solve $B\,\delta=-g$, where $B$ is the second-derivative matrix, here taken from central differences of $g$. Halve the step if the energy rises. This helps only when $\delta$ points downhill, $g\cdot\delta<0$, which is guaranteed if $B$ is positive definite. Far from a minimum $B$ can be indefinite and must then be replaced by a positive-definite matrix.
4. Repeat until both parts of $g$ are negligible.
5. Compare $A\sigma\mathbf n$ with energy differences: first at fixed $s$, then with ions relaxed at each held $\mathbf a_3$. Vary the step.
6. Check that $B$ is positive definite. This establishes a local minimum among structures that repeat in every cell. It does not exclude a lower energy through a distortion that enlarges the cell, or in another phase.

When second derivatives are expensive, an approximate positive-definite $B$ can be used: the iteration stops only where $g$ vanishes, and that condition does not involve $B$.

Step 5 can expose an inconsistent calculation. Suppose the numerical basis size $N$ changes with $\mathbf a_3$. Energy differences then contain an extra term $(\partial E/\partial N)\,dN/d\mathbf a_3$, absent from a stress evaluated at fixed $N$.

## A hafnia-like film

The example is a (111)-oriented polar orthorhombic cell with four Hf and eight O atoms. Its rounded, typical bulk lengths are $a=0.525$ nm and $b=c=0.505$ nm. The film vectors are $\mathbf a_1=\mathbf a-\mathbf b$, $\mathbf a_2=\mathbf b-\mathbf c$ and $\mathbf a_3=\mathbf c$, an integer change of basis with determinant one. The third vector is oblique, and no symmetry of this film makes the shear traction vanish.

The fractional coordinates in the orthorhombic cell start from Hf $(0.03,0.27,0.25)$, O $(0.36,0.07,0.39)$ and O $(0.23,0.54,0.50)$. Each site $(x,y,z)$ generates $(-x,-y,z+\frac12)$, $(x+\frac12,-y,z)$ and $(\frac12-x,y,z+\frac12)$.

The energy is a network of 88 bonds, not an electronic-structure calculation. Each bond of length $r$ has

$$\phi(r)=\frac{k}{2\alpha^2}\left[1-e^{-\alpha(r-r_0)}\right]^2,$$

with $r_0$ taken from the bulk cell and $\alpha=15$ nm$^{-1}$. The stiffness $k$ is 800 eV/nm² for Hf–O and 200 eV/nm² for Hf–Hf and O–O. Bonds join pairs closer than 0.26, 0.40 and 0.33 nm in that order. The polar bulk cell is the unstrained minimum by construction, so the model says nothing about phase stability or switching. The stiffnesses are chosen, not fitted to hafnia: every stress and modulus below scales with them and is a value of the model, not of the material.

As in the hand example, $V\sigma=\sum\mathbf f\mathbf r^T$ with $\mathbf f=\phi'(r)\mathbf r/r$. The gradient for the fractional coordinates of an atom is $H^T$ times the sum of $\mathbf f$ over bonds ending on it, minus the sum over bonds starting from it.

The substrate mesh is hexagonal with side 0.720 nm, a chosen value. The bulk mesh sides are 0.7285 and 0.7142 nm, and the principal misfit strains, in the Green–Lagrange definition $(F^TF-1)/2$, are $-1.78\%$ and $+0.82\%$.

**Derivatives.** At a randomly disturbed point, all 36 derivatives, three for $\mathbf a_3$ and 33 for $s$, were tested without relaxing the ions. The largest error was $2.4\times10^{-6}$, against a largest gradient of 20.8 (eV/nm for $\mathbf a_3$, eV for $s$). For the $z$ component of $\mathbf a_3$, steps of $10^{-3}$, $10^{-4}$ and $10^{-5}$ nm gave errors of $2.4\times10^{-2}$, $2.4\times10^{-4}$ and $2.4\times10^{-6}$ eV/nm. This is the quadratic law of a central difference. At $10^{-8}$ nm the error was $4.4\times10^{-8}$ eV/nm, far above that law, because rounding errors, in the displaced coordinate as well as in the energy, are divided by a tiny step.

At the same point the allowed $xz$ shear had slope $-1.339$ eV and the symmetric one $-2.678$ eV, confirming the factor two.

Next, $\mathbf a_3$ was held at its bulk value on the new mesh and the ions were relaxed. The projected stress gave

$$A\sigma\mathbf n=(-9.8686,\ 1.4625,\ -6.6972)\ \text{eV/nm}.$$

Relaxed energy differences agreed within $10^{-5}$ eV/nm, as (2) requires. The negative $z$ component means that increasing the height lowers the energy.

**Relaxation.** Starting from the bulk $\mathbf a_3$ and bulk fractional coordinates, the iteration went as follows.

| Step | Energy (meV) | Largest traction (GPa) |
|---|---:|---:|
| 0 | 110.49 | 4.0 |
| 1 | 51.72 | 0.21 |
| 2 | 51.62 | $5.8\times10^{-4}$ |
| 3 | 51.62 | $5\times10^{-9}$ |

The final vector is $\mathbf a_3=(0.00822,-0.41112,0.29648)$ nm, compared with $(0,-0.40969,0.29526)$ nm in bulk. The height grows by 0.41%. A simplex search using 113 relaxed energies and no stress found the same vector within $4\times10^{-7}$ nm. The second-derivative matrix was tested to be positive definite.

## What the substrate still holds

The relaxed film has $\sigma_{xx}=-4.98$, $\sigma_{yy}=-1.13$ and $\sigma_{xy}=-3.03$ GPa. To relate these to energy, strain the mesh by a small symmetric in-plane $\eta$ and keep $\mathbf a_3$ fixed. This equals straining the whole cell and then moving $\mathbf a_3$ back by $-\eta\mathbf a_3$:

$$dE=V\sigma:\eta-A\sigma\mathbf n\cdot\eta\mathbf a_3 .$$

The second term vanishes because the traction is zero. Re-relaxation does not alter the first-order change, by the argument behind (2). Hence $dE_{\min}=V\sigma:\eta$. Relaxed energies on meshes strained by $\pm10^{-5}$ reproduced all three stress components to the digits given.

The largest compressive principal stress follows from

$$\frac{-4.98-1.13}{2}-\sqrt{\left(\frac{-4.98+1.13}{2}\right)^2+3.03^2}\approx-6.6\ \text{GPa}.$$

## Height-only relaxation and its reference

Now hold the two lateral components of $\mathbf a_3$ at their bulk Cartesian values and relax only its height and the ions. This removes $\sigma_{zz}$ but leaves $\sigma_{xz}=-3.44$ and $\sigma_{yz}=0.57$ GPa. The energy is 40.8 meV per cell above the full minimum. Equation (2) says that this excess must equal $\int A\sigma\mathbf n\cdot d\mathbf a_3$ from the full minimum to the held state. Numerical integration of the traction gave the same 40.8 meV.

Much of this penalty comes from the choice of held coordinates. In bulk, $\mathbf a_1$ lies along $x$, and $\mathbf a_2\cdot\mathbf a_1=-b^2$ gives $a_{2x}=-0.505^2/0.7285=-0.3501$ nm. Since $\mathbf a_2\cdot\mathbf a_3=-c^2$ and $a_{3x}=0$, also $a_{2y}=0.505^2/0.40969=0.6225$ nm. The in-plane part of $\mathbf a_3$ is $p\mathbf a_1+q\mathbf a_2$, with

$$q=-\frac{0.40969}{0.6225}=-0.658,\qquad p=\frac{0.3501\,q}{0.7285}=-0.316 .$$

Keeping these fractions on the hexagonal mesh gives $x=0.720p-0.360q\approx0.009$ nm, close to the relaxed 0.0082 nm. Most of the lateral shift is therefore the mesh distortion carried along. A height-only relaxation that holds $p$ and $q$ ends only 0.9 meV above the full minimum, but it still leaves $\sigma_{xz}=0.42$ and $\sigma_{yz}=0.33$ GPa.

## Stiffness and electromechanical response

With the lateral components of $\mathbf a_3$ held, equation (3) gives a relaxed height stiffness $K_{zz}$ of 4748 eV/nm² (about 0.3% less if they follow), and second energy differences agree to within 0.02 eV/nm². A height change $\delta h$ has strain $\delta h/h$, so equating $\frac12K_{zz}\delta h^2$ with $\frac12C_{33}V(\delta h/h)^2$ and using $V=Ah$ gives

$$C_{33}=\frac{K_{zz}h}{A}=502\ \text{GPa}.$$

With fractional coordinates frozen it is 583 GPa. Ionic relaxation softens the film, as in the chain.

Now apply a voltage $\varphi$ per cell, with field $\varphi/h$ along $\mathbf n$. Give Hf and O fixed effective charges $Z=+5$ and $-2.5$ in units of $e$, and measure displacements $\Delta s$ from the fluorite parent. Since $\mathbf n^TH=(0,0,h)$, the normal dipole is $h\sum Z\Delta s_3$. The coupling energy is

$$-\frac{\varphi}{h}\,h\sum Z\Delta s_3=-\varphi Q,\qquad Q=\sum Z\Delta s_3=AP_n ,$$

where $P_n$ is the normal polarization. The height cancels. At fixed voltage per cell this term acts on the ions and adds nothing directly to the gradient for $\mathbf a_3$. The background dielectric energy $-\frac12\varepsilon_0\varepsilon A\varphi^2/h$ is left out. It does depend on $h$, but it is quadratic in $\varphi$ and does not affect the linear coefficient below; for $\varepsilon$ up to 30 it compresses the film by at most 0.0003% at 1 MV/cm.

With a normal force $f$ per cell, minimize $G=E-\varphi Q-fh$. Then $\partial G/\partial\varphi=-Q$ and $\partial G/\partial f=-h$. Equality of mixed derivatives gives

$$\frac{\partial h}{\partial\varphi}=\frac{\partial Q}{\partial f}=d_{33}^{\text{film}} .$$

The first form is the converse piezoelectric effect, the second the direct one. Separate relaxations under $\pm1$ MV/cm and $\pm0.1$ GPa gave 0.0733 pm/V and 0.0733 pC/N, which are the same unit. This small value depends strongly on the chosen mesh: it is 0.04 pm/V for a side of 0.715 nm and 0.11 pm/V for 0.725 nm.

Now strain the mesh equally by $\eta$ in both in-plane directions. Under a normal load the traction is along $\mathbf n$, while the in-plane strain moves $\mathbf a_3$ only within the plane, so the extra term $A\sigma\mathbf n\cdot\eta\mathbf a_3$ found earlier is again zero. Hence $\partial G/\partial\eta=V(\sigma_{xx}+\sigma_{yy})$, and

$$\frac{\partial h}{\partial\eta}=-\frac{\partial[V(\sigma_{xx}+\sigma_{yy})]}{\partial f}.$$

Both sides came out as $-0.2273$ nm. Dividing by $h$ gives a normal strain of $-0.77\eta$. In an isotropic solid, $\sigma_{zz}=0$ would give $-2\nu\eta/(1-\nu)$ with Poisson ratio $\nu$, so the response corresponds to $\nu\approx0.28$.

## Beside a real capacitor film

Consider a memory capacitor with a film 10 nm thick. Such hafnia films are usually polycrystalline, so the coherent single crystal treated here applies directly only to epitaxial films. The normal polarization, 38.7 µC/cm², belongs to a single domain with rough charges; remanent values in real films are often lower, roughly 10–30 µC/cm². The piezoelectric coefficient is far from typical: reported magnitudes are roughly a few pm/V. At 1 MV/cm the model strain is 0.0007%, whereas 5 pm/V would give 0.05%. The network should not be used to predict actuation.

Coherence is the assumption most at risk. Balancing the work of the largest principal stress against an isotropic estimate of dislocation line energy gives a critical thickness near 2 nm, for a Burgers vector of 0.36 nm, half the mesh side. This is a translation of the fluorite parent but not of the polar cell, so the energy of the fault it leaves is ignored. A full mesh vector leaves no fault and doubles the estimate to about 4 nm. The compressive axis lies about 29° from $\mathbf a_1$, nearly midway between the shortest mesh vectors $\mathbf a_1$ and $\mathbf a_1+\mathbf a_2$ and nearly perpendicular to $\mathbf a_2$. The result therefore depends on the vector chosen and on the direction of the dislocation line. For $\mathbf a_1$ or $\mathbf a_1+\mathbf a_2$, the same balance with the stress resolved along that vector gives about 4 nm for the most favourable mixed dislocation and about 7 nm for a pure edge dislocation. These estimates use the model's mean out-of-plane shear modulus, 126 GPa, and a Poisson ratio of 0.3; its mean in-plane shear modulus, 137 GPa, would raise them by about 14%. A 10 nm film on this mesh would then lower its energy by forming misfit dislocations, unless their formation is kinetically blocked. Full relaxation would remove the 6.6 GPa principal stress.

Other omissions are smaller but not all negligible. A rough expansion mismatch of $5\times10^{-6}$ K$^{-1}$ over 600 K of cooling gives 0.30% strain and, with the model's biaxial modulus of 571 GPa, 1.7 GPa. With a rough expansion coefficient of $6\times10^{-6}$ K$^{-1}$, heating by 60 K expands a free lattice by about 0.04%. A surface stress of 1 N/m on each face, averaged over the 10 nm thickness, amounts to 0.2 GPa; on a rigid substrate it does not change the in-plane strain.

Imperfect electrodes also break the short-circuit assumption. For screening length $\lambda$ and film thickness $t$, zero total voltage requires $\mathcal E t+2\lambda(P_n+\varepsilon_0\varepsilon_r\mathcal E)/\varepsilon_0=0$, hence

$$\mathcal E=-\frac{2\lambda P_n}{\varepsilon_0(t+2\lambda\varepsilon_r)} .$$

With rough values $\lambda=0.01$ nm and $\varepsilon_r=30$, its size is 0.82 MV/cm. That is comparable with typical switching fields of order 1 MV/cm, so it matters for polar stability even though its strain in this model is tiny. This $\lambda$ is a favourable choice and the field is sensitive to it: $\lambda=0.05$ nm gives 3.4 MV/cm. The numerical output below lists the full set of values.

## Computed values

```
Bulk a, b, c: 0.525 0.505 0.505 nm; mesh side 0.720 nm
Bond stiffness Hf-Hf, Hf-O, O-O: [200. 800. 200.] eV/nm^2; Morse alpha 15 1/nm
Bonds in network: 88, of which Hf-O: 28; shortest 0.2060 nm
Bulk mesh sides: 0.7285 0.7142 nm
Principal misfit strains: -1.778 0.819 %
Mesh area A: 0.44895 nm^2
Frozen-ion check: largest gradient 20.842, largest error 2.4e-06 (eV/nm for a3, eV for s)
  step 1e-03 nm: error of dE/da3z 2.4e-02 eV/nm
  step 1e-04 nm: error of dE/da3z 2.4e-04 eV/nm
  step 1e-05 nm: error of dE/da3z 2.4e-06 eV/nm
  step 1e-08 nm: error of dE/da3z 4.4e-08 eV/nm
xz shear slope: one-sided -1.3391, symmetric -2.6783 eV
yz shear slope: one-sided -1.0336, symmetric -2.0671 eV
Relaxed ions, a3 held at bulk value: A*stress*n and energy difference (eV/nm)
  x: -9.868577  -9.868577
  y: 1.462493  1.462493
  z: -6.697228  -6.697235
Newton history: energy (meV), largest traction (GPa), largest force (eV/nm)
  0: 110.487873  4.00e+00  1.92e+00
  1: 51.722562  2.10e-01  2.00e-01
  2: 51.616132  5.78e-04  6.67e-04
  3: 51.616131  5.22e-09  1.02e-08
  4: 51.616131  3.77e-14  9.05e-14
a3 bulk:    0.000000 -0.409689 0.295263 nm
a3 relaxed: 0.008223 -0.411116 0.296481 nm
Normal strain of film: 0.4126 %
Energy-only search: 113 energies, a3 differs by 3.8e-07 nm
In-plane stress xx, yy, xy: -4.9782 -1.1293 -3.0334 GPa
  from energy differences: -4.9782 -1.1293 -3.0334 GPa
Height-only: a3z 0.296652 nm, shear xz, yz left -3.4449 0.5654 GPa
  excess energy 40.76502 meV, traction work 40.76502 meV per cell
C33 relaxed ions 502.4 GPa, frozen ions 582.8 GPa
a3z stiffness: Schur 4748.25, energy differences 4748.26 eV/nm^2
Mean out-of-plane shear modulus 126.2 GPa; biaxial modulus 570.6 GPa
dh/d(eta): -0.22726 nm; -d(V tr stress)/d(load): -0.22726 nm
Normal polarization: bulk 38.866, film 38.698 uC/cm^2
Film d33: converse 0.0733 pm/V, direct 0.0733 pC/N
Neglected, rough, for a 10 nm film:
  dislocation critical thickness 2.2 nm (Burgers 0.36 nm, Poisson 0.3)
  cooling 600 K, mismatch 5e-06 1/K: strain 0.30 %, stress 1.71 GPa
  heating 60 K, expansion 6e-06 1/K: strain 0.036 %
  surface stress 1 N/m per face: 0.20 GPa
  depolarizing field 0.82 MV/cm (screening 0.01 nm, permittivity 30): strain size 0.00060 %
  field 1 MV/cm: piezo strain 0.00073 %, Maxwell strain size 0.00026 %
```
